\section*{Gaussian integrals over erf(ωr)/r from a rescaled Boys function, part 2}

The integrals wanted, over real, unnormalised Cartesian Gaussian primitives and in atomic units, are
\begin{equation}
[ab|cd]=\iint \chi_a(\mathbf r_1)\chi_b(\mathbf r_1)\,
\frac{\operatorname{erf}(\omega r_{12})}{r_{12}}\,
\chi_c(\mathbf r_2)\chi_d(\mathbf r_2)\,d^3r_1\,d^3r_2 .
\label{eq:eri}
\end{equation}
Here $r_{12}=|\mathbf r_1-\mathbf r_2|$, $\omega>0$, and $\chi_a(\mathbf r)=(x-A_x)^{a_x}(y-A_y)^{a_y}(z-A_z)^{a_z}\,e^{-\alpha|\mathbf r-\mathbf A|^2}$. The functions $\chi_b,\chi_c,\chi_d$ have exponents $\beta,\gamma,\delta$ and centres $\mathbf B,\mathbf C,\mathbf D$. For the pairs, $p=\alpha+\beta$, $\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/p$, $K_{AB}=e^{-\alpha\beta|\mathbf A-\mathbf B|^2/p}$, and $q=\gamma+\delta$, $\mathbf Q=(\gamma\mathbf C+\delta\mathbf D)/q$, $K_{CD}=e^{-\gamma\delta|\mathbf C-\mathbf D|^2/q}$. Further, $\mathbf R=\mathbf P-\mathbf Q$, $\rho=pq/(p+q)$, $T=\rho R^2$ and $s=\omega^2/(\omega^2+\rho)$.

The kernel is a superposition of Gaussians,
\begin{equation}
\frac{\operatorname{erf}(\omega r)}{r}=\frac{2}{\sqrt\pi}\int_0^\omega e^{-u^2r^2}\,du ,
\label{eq:kernel}
\end{equation}
with upper limit $\infty$ for the Coulomb kernel $1/r$. The substitution
\begin{equation}
t^2=\frac{u^2}{\rho+u^2},\qquad 1-t^2=\frac{\rho}{\rho+u^2},\qquad
u=\frac{\sqrt\rho\,t}{\sqrt{1-t^2}}
\label{eq:t}
\end{equation}
takes $u=\omega$ to $t=\sqrt s$ and gives, for $J=\int e^{-\rho|\mathbf r-\mathbf R|^2}\operatorname{erf}(\omega r)/r\,d^3r$,
\begin{equation}
J=\frac{2\pi}{\rho}\int_0^{\sqrt s}e^{-Tt^2}\,dt .
\label{eq:Jresult}
\end{equation}

The Boys functions $F_n(T)=\int_0^1t^{2n}e^{-Tt^2}dt$ have the attenuated counterparts
\begin{equation}
G_n(T)=\int_0^{\sqrt s}t^{2n}e^{-Tt^2}\,dt ,
\label{eq:G}
\end{equation}
with $G_n(T)=s^{n+1/2}F_n(sT)$ and, at fixed $s$,
\begin{equation}
\frac{dG_n}{dT}=-G_{n+1}.
\label{eq:deriv}
\end{equation}
For four s functions, $[ss|ss]=\theta\,G_0(T)$ with $\theta=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\,K_{AB}K_{CD}$. For a point charge at $\mathbf C$, the corresponding quantities are $s_1=\omega^2/(\omega^2+p)$ and $T_1=p|\mathbf P-\mathbf C|^2$. It remains to treat polynomial factors.

The model example has $\mathbf A,\mathbf B,\mathbf C,\mathbf D$ on the $z$ axis at $0,1,2,3$ bohr, $\alpha,\beta,\gamma,\delta=0.8,1.2,0.6,0.4$ bohr$^{-2}$ and $\omega=0.5$ bohr$^{-1}$. Hence $p=2$, $q=1$ and $\rho=2/3$ bohr$^{-2}$, $P_z=0.6$ and $Q_z=2.4$ bohr, $T=2.16$, $s=0.2727$, $K_{AB}=0.6188$, $K_{CD}=0.7866$ and $\theta=4.9161$ bohr$^5$.

\subsection{One Cartesian direction at fixed \texorpdfstring{$t$}{t}}

At fixed $u$ the integrand of \eqref{eq:eri} factorises into the three Cartesian directions. In one direction, where $P,Q,A,B,C,D$ denote components, the exponential weight is
\begin{equation}
W(x_1,x_2)=e^{-p(x_1-P)^2-q(x_2-Q)^2-u^2(x_1-x_2)^2}.
\end{equation}
Let $\langle f\rangle=\iint fW\,dx_1dx_2$, without normalisation. The derivatives of the weight are
\begin{equation}
\frac{\partial W}{\partial x_j}=-2\,(Mx-h)_jW,\qquad
M=\begin{pmatrix}p+u^2&-u^2\\-u^2&q+u^2\end{pmatrix},\qquad
h=\begin{pmatrix}pP\\qQ\end{pmatrix}.
\end{equation}
For a polynomial $f$, the integral of $\partial(fW)/\partial x_j$ over the plane vanishes, since $fW$ vanishes at infinity. Therefore $\langle\partial_jf\rangle=2\langle(Mx-h)_jf\rangle$. Multiplying by $\frac12M^{-1}$ and taking the first component gives
\begin{equation}
\langle(x_1-\mu_1)f\rangle=\Sigma_{11}\langle\partial_1f\rangle+\Sigma_{12}\langle\partial_2f\rangle,
\qquad \mu=M^{-1}h,\quad \Sigma=\tfrac12M^{-1}.
\label{eq:parts}
\end{equation}
Here $\mu_1$ is the mean of $x_1$, $\Sigma_{11}$ its variance and $\Sigma_{12}$ its covariance with $x_2$.

These coefficients must be written in terms of $t$. The determinant is
\begin{equation}
\det M=(p+u^2)(q+u^2)-u^4=pq+(p+q)u^2=(p+q)(\rho+u^2).
\end{equation}
The off-diagonal element of $M^{-1}$ is $u^2/\det M$, so
\begin{equation}
\Sigma_{12}=\frac{1}{2(p+q)}\frac{u^2}{\rho+u^2}=\frac{t^2}{2(p+q)} .
\label{eq:S12}
\end{equation}
The diagonal element is $(q+u^2)/\det M$. Using $1/(\rho+u^2)=(1-t^2)/\rho$ for the first term and $q/[(p+q)\rho]=1/p$,
\begin{equation}
\Sigma_{11}=\frac12\left[\frac{1-t^2}{p}+\frac{t^2}{p+q}\right]
=\frac1{2p}\left[1-\frac{q}{p+q}t^2\right]
=\frac1{2p}\left(1-\frac\rho p t^2\right).
\label{eq:S11}
\end{equation}
For the mean, subtract $P$ over the common denominator:
\begin{align}
\mu_1-P&=\frac{(q+u^2)pP+u^2qQ-(pq+pu^2+qu^2)P}{\det M}\nonumber\\
&=-\frac{q\,u^2(P-Q)}{(p+q)(\rho+u^2)}
=-\frac\rho p\,t^2(P-Q).
\label{eq:mean}
\end{align}
The Gaussian $e^{-u^2(x_1-x_2)^2}$ favours equal coordinates, and accordingly it pulls the mean of $x_1$ from $P$ towards $Q$.

Now choose $f=(x_1-A)^a(x_1-B)^b(x_2-C)^c(x_2-D)^d$ and write $I_{abcd}=\langle f\rangle$. Raising $a$ by one multiplies $f$ by $x_1-A=(x_1-\mu_1)+(\mu_1-A)$. The first part follows from \eqref{eq:parts}, where $\partial_1$ lowers $a$ or $b$ and $\partial_2$ lowers $c$ or $d$. The result is
\begin{align}
I_{a+1,bcd}={}&\left[(P-A)-\frac\rho p t^2(P-Q)\right]I_{abcd}\nonumber\\
&+\frac1{2p}\left(1-\frac\rho pt^2\right)\left(a\,I_{a-1,bcd}+b\,I_{a,b-1,cd}\right)\nonumber\\
&+\frac{t^2}{2(p+q)}\left(c\,I_{ab,c-1,d}+d\,I_{abc,d-1}\right).
\label{eq:oned}
\end{align}
All coefficients are linear in $t^2$. Neither $\omega$ nor $s$ occurs in them.

\subsection{The three-dimensional recurrence}

Define auxiliary integrals with an index $m=0,1,2,\ldots$ by
\begin{equation}
[ab|cd]^{(m)}=K_{AB}K_{CD}\,\frac2{\sqrt\pi}\int_0^\omega t^{2m}\,I_xI_yI_z\,du ,
\label{eq:aux}
\end{equation}
where $t$ is the function of $u$ in \eqref{eq:t}, and $I_x,I_y,I_z$ are the one-dimensional integrals with the powers of that direction. The integral wanted is $[ab|cd]^{(0)}$. For four s functions, the substitution that led to \eqref{eq:Jresult} applies with the extra factor $t^{2m}$, and
\begin{equation}
[ss|ss]^{(m)}=\theta\,G_m(T).
\label{eq:start}
\end{equation}

Apply \eqref{eq:oned} in direction $i$, multiply by the factors of the other two directions and by $t^{2m}$, and integrate over $u$. A term without $t^2$ keeps the index $m$; a term with $t^2$ has index $m+1$. With $1_i$ denoting one unit of power in direction $i$,
\begin{align}
[a{+}1_i,b|cd]^{(m)}={}&(P-A)_i[ab|cd]^{(m)}-\frac\rho p(P-Q)_i[ab|cd]^{(m+1)}\nonumber\\
&+\frac{a_i}{2p}\left([a{-}1_i,b|cd]^{(m)}-\frac\rho p[a{-}1_i,b|cd]^{(m+1)}\right)\nonumber\\
&+\frac{b_i}{2p}\left([a,b{-}1_i|cd]^{(m)}-\frac\rho p[a,b{-}1_i|cd]^{(m+1)}\right)\nonumber\\
&+\frac1{2(p+q)}\left(c_i[ab|c{-}1_i,d]^{(m+1)}+d_i[ab|c,d{-}1_i]^{(m+1)}\right).
\label{eq:os}
\end{align}
This is the Obara--Saika recurrence. The Coulomb derivation differs in one place, the upper limit of \eqref{eq:aux}, which is then $\infty$. That limit affects the starting values \eqref{eq:start} and nothing in \eqref{eq:os}. Replacing $F_m(T)$ by $s^{m+1/2}F_m(sT)$ in the starting values is therefore sufficient for every angular momentum.

To raise $c$, exchange the roles of the two electrons: $(p,\mathbf P,\mathbf A)\leftrightarrow(q,\mathbf Q,\mathbf C)$. The vector $\mathbf P-\mathbf Q$ changes sign, so the second term becomes $+(\rho/q)(P-Q)_i$.

\subsection{Other recurrence schemes}

The horizontal recurrence follows from $(x_1-B)=(x_1-A)+(A-B)$ under the integral:
\begin{equation}
[a,b{+}1_i|cd]=[a{+}1_i,b|cd]+(A-B)_i[ab|cd].
\label{eq:hrr}
\end{equation}
It is an identity of the integrand and holds for any kernel for which the integrals exist.

The McMurchie--Davidson scheme expands the pair products in derivatives of Gaussians with respect to their centres. It needs derivatives of $G_0(\rho R^2)$ with respect to the components $X,Y,Z$ of $\mathbf R$. Define
\begin{equation}
R^{(n)}_{tuv}=\partial_X^t\,\partial_Y^u\,\partial_Z^v\left[(-2\rho)^nG_n(\rho R^2)\right],
\end{equation}
where $t,u,v$ are here integer orders. Since $s$ does not depend on the centres, \eqref{eq:deriv} and the chain rule give $\partial_XG_n=-2\rho XG_{n+1}$, or $\partial_XR^{(n)}_{000}=X\,R^{(n+1)}_{000}$. Apply $t$ further derivatives in $X$, and those in $Y$ and $Z$. The factor $X$ can be differentiated at most once, so the product rule yields
\begin{equation}
R^{(n)}_{t+1,uv}=X\,R^{(n+1)}_{tuv}+t\,R^{(n+1)}_{t-1,uv},
\label{eq:md}
\end{equation}
the Coulomb recurrence with $F_n$ replaced by $G_n$.

For a point charge at $\mathbf C$, replace the second distribution by $(q/\pi)^{3/2}e^{-q|\mathbf r-\mathbf C|^2}$ and let $q\to\infty$. Then $\rho/p\to1$, $1/(p+q)\to0$ and $\mathbf Q\to\mathbf C$. For $b=0$, equation \eqref{eq:os} becomes
\begin{align}
[a{+}1_i]^{(m)}={}&(P-A)_i[a]^{(m)}-(P-C)_i[a]^{(m+1)}\nonumber\\
&+\frac{a_i}{2p}\left([a{-}1_i]^{(m)}-[a{-}1_i]^{(m+1)}\right),
\end{align}
with starting values $(2\pi/p)K_{AB}\,s_1^{m+1/2}F_m(s_1T_1)$. In the model of the first half, $s_1=0.111$, against $s=0.273$ for the two-electron integral. The two kinds of integral need different scale factors at the same $\omega$.

\subsection{A p-type integral by hand}

Consider $[p_zs|p_zs]$, with the p functions on $\mathbf A$ and $\mathbf C$, for the model parameters given above. The starting values are $\theta G_0=2.1411$, $\theta G_1=0.1659$ and $\theta G_2=0.0253$ bohr$^5$. The geometry gives $(P-A)_z=0.6$ bohr and $(\rho/p)(P-Q)_z=\frac13(-1.8)=-0.6$ bohr. The first two terms of \eqref{eq:os} then yield
\begin{align}
[p_zs|ss]^{(0)}&=0.6\times2.1411+0.6\times0.1659=1.3842\ \text{bohr}^6,\nonumber\\
[p_zs|ss]^{(1)}&=0.6\times0.1659+0.6\times0.0253=0.1147\ \text{bohr}^6.
\end{align}
To raise $c$, use $(Q-C)_z=0.4$ bohr, $(\rho/q)(P-Q)_z=-1.2$ bohr and $1/[2(p+q)]=1/6$ bohr$^2$:
\begin{align}
[p_zs|p_zs]&=0.4\times1.3842-1.2\times0.1147+\tfrac16\times0.1659\nonumber\\
&=0.5537-0.1376+0.0276=0.4437\ \text{bohr}^7.
\label{eq:hand}
\end{align}
Direct quadrature of the erf kernel gives the same value. The numerical check also covers a case with d and p functions on non-collinear centres, where recurrence and quadrature both give $-0.016638$ bohr$^{11}$.

The Coulomb integral uses the same coefficients with $\theta F_n$:
\begin{equation}
[p_zs|p_zs]_{\rm C}=0.81165-0.55104+0.08819=0.3488\ \text{bohr}^7 .
\end{equation}
The product of the four normalisation constants is $0.23778$ bohr$^{-8}$. For normalised functions the integrals are therefore $0.1055$ hartree ($2.871$ eV) for the erf kernel and $0.0829$ hartree ($2.257$ eV) for the Coulomb kernel.

The power of $s$ must follow the index. If $s^{1/2}F_n(sT)$ were used for every $n$, the s-type integral would still be correct, because it contains $n=0$ alone. The p-type integral would become $0.0786$ bohr$^7$, which is $82\%$ below the correct value.

\subsection{Why the attenuated integral is the larger one}

The erf kernel is smaller than $1/r$ at every distance, yet here its integral is larger. The erfc part is $-0.0226$ hartree. There is no contradiction, because the two distributions
\begin{equation}
g_1(\mathbf r)=z\,e^{-\alpha|\mathbf r-\mathbf A|^2-\beta|\mathbf r-\mathbf B|^2},\qquad
g_2(\mathbf r)=(z-2)\,e^{-\gamma|\mathbf r-\mathbf C|^2-\delta|\mathbf r-\mathbf D|^2}
\end{equation}
change sign, the first at $z=0$ and the second at $z=2$ bohr. An inequality between kernels is guaranteed to carry over to the integrals when the product $g_1(\mathbf r_1)g_2(\mathbf r_2)$ is nowhere negative.

The sign of the erfc part can be derived for large $\omega$. The kernel is then short-ranged and acts as a contact interaction whose strength is its volume integral. Integrating by parts,
\begin{equation}
\int\frac{\operatorname{erfc}(\omega r)}r\,d^3r
=4\pi\int_0^\infty r\operatorname{erfc}(\omega r)\,dr
=4\sqrt\pi\,\omega\int_0^\infty r^2e^{-\omega^2r^2}dr=\frac{\pi}{\omega^2}.
\end{equation}
To leading order in $1/\omega^2$, the erfc integral is $(\pi/\omega^2)\int g_1g_2\,d^3r$. The product of the exponentials is a Gaussian of exponent $p+q=3$ bohr$^{-2}$ centred at $z=(2\times0.6+2.4)/3=1.2$ bohr, with prefactor $K_{AB}K_{CD}e^{-T}$. The variance of $z$ in it is $1/6$ bohr$^2$, so the mean of $z(z-2)$ is $1.2\times(-0.8)+\frac16=-0.793$ bohr$^2$. Hence
\begin{equation}
\int g_1g_2\,d^3r=0.6188\times0.7866\times0.1153\left(\frac\pi3\right)^{3/2}(-0.793)
=-0.0477\ \text{bohr}^5 .
\end{equation}
At contact the distributions have predominantly opposite signs. Removing the short-range repulsion removes a negative contribution, and the erf integral approaches the Coulomb value from above. With the norms included, the predicted excess is $0.0357/\omega^2$ hartree for $\omega$ in bohr$^{-1}$. At $\omega=20$ bohr$^{-1}$ this is $0.00009$ hartree, in agreement with the computed $0.083028-0.082939$. The argument needs $\omega^2\gg\rho$ and does not cover $\omega=0.5$ bohr$^{-1}$, where the formula would give about $0.14$ hartree against the computed $0.0226$; that the erfc part is still negative there is a result of the calculation.

For small $\omega$ the kernel tends to the constant $2\omega/\sqrt\pi$, the limit of \eqref{eq:kernel} when $u^2r^2\ll1$ over the distributions. The integral becomes
\begin{equation}
[ab|cd]\simeq\frac{2\omega}{\sqrt\pi}\,S_{ab}S_{cd},
\label{eq:smallomega}
\end{equation}
with $S_{ab}=\int\chi_a\chi_b\,d^3r$. In the example both overlaps are positive. The integral thus rises linearly from zero, and at large $\omega$ it descends to its positive Coulomb limit. A maximum must lie between. The computed values, in hartree, are $0.0335$ at $\omega=0.1$, $0.1055$ at $0.5$, $0.1040$ at $1$ and $0.0908$ at $2$ bohr$^{-1}$.

\subsection{Conditions on the rule}

The scale factor depends on $\rho$, and hence on all four exponents. In a contracted integral, which is a sum over primitive quartets, the replacement has to be made for each quartet before the sum is taken. One common $s$ is correct if all quartets share the same $\rho$.

The recurrences above relate integrals at fixed exponents. Differentiating the integrand of \eqref{eq:eri} with respect to an exponent gives $\partial[ab|cd]/\partial\alpha=-\sum_i[a{+}2\cdot1_i,b|cd]$, which holds for any kernel. If instead the auxiliary function $G_n$ is differentiated with respect to an exponent, a new term appears, because the upper limit of \eqref{eq:G} moves. At fixed $T$,
\begin{equation}
\left.\frac{\partial G_n}{\partial p}\right|_T
=s^ne^{-sT}\,\frac{\partial\sqrt s}{\partial p}
=\tfrac12s^{n-1/2}e^{-sT}\,\frac{\partial s}{\partial p},
\qquad
\frac{\partial s}{\partial p}=-\frac{\omega^2}{(\omega^2+\rho)^2}\frac{\rho^2}{p^2}.
\end{equation}
The last factor is $\partial\rho/\partial p=q^2/(p+q)^2=\rho^2/p^2$. For the Coulomb kernel $s=1$ and the term is absent. Derivatives with respect to the centres, as needed for forces on the nuclei at fixed exponents, leave $s$ unchanged and need no such correction.

\section*{Computed results}
\begin{verbatim}
exponents alpha,beta,gamma,delta (bohr^-2): 0.8 1.2 0.6 0.4
z of A,B,C,D (bohr): 0 1 2 3   omega (bohr^-1): 0.5
p, q, rho (bohr^-2): 2.000000 1.000000 0.666667
P_z, Q_z, P_z-Q_z (bohr): 0.6000 2.4000 -1.8000
K_AB, K_CD (no unit): 0.618783 0.786628
T, s, sT (no unit): 2.160000 0.272727 0.589091
prefactor theta (bohr^5): 4.916115
n=0: F_n(T), F_n(sT), G_n (no unit): 0.580288 0.833980 0.435532
n=1: F_n(T), F_n(sT), G_n (no unit): 0.107630 0.236931 0.033745
n=2: F_n(T), F_n(sT), G_n (no unit): 0.048048 0.132376 0.005142
Coulomb: [ss|ss]^(0,1,2) (bohr^5): 2.852762 0.529123 0.236208
Coulomb: [ps|ss]^(0,1) (bohr^6): 2.029131 0.459198
Coulomb: [ps|ps] (bohr^7): 0.348802
erf: [ss|ss]^(0,1,2) (bohr^5): 2.141124 0.165897 0.025279
erf: [ps|ss]^(0,1) (bohr^6): 1.384212 0.114705
erf: [ps|ps] (bohr^7): 0.443688
erf [ps|ps] by direct quadrature (bohr^7): 0.443688
relative difference recurrence/quadrature: 2.6e-15
[ps|ps] with s^(1/2) for every n, wrong (bohr^7): 0.078577
product of four norms (bohr^-8): 0.237784
normalised Coulomb (ps|ps): 0.082939 hartree = 2.2569 eV
normalised erf (ps|ps): 0.105502 hartree = 2.8709 eV
normalised erfc (ps|ps) (hartree): -0.022563
library Coulomb, erf (hartree): 0.082939 0.105502
[ss|ss] radial quadrature Coulomb, erf, erfc (bohr^5): 2.852762 2.141124 0.711638
d,p,pp-type test, recurrence and quadrature (bohr^11): -0.01663833 -0.01663833
Hermite (2,1,1) derivative, recurrence (bohr^-4): 0.00129565 0.00129565
one-electron s (no unit): 0.111111
one-electron recurrence, quadrature (bohr^3): 0.36506055 0.36506055
n=0 ladder residual, modified and Coulomb form: 0.0e+00 -0.174426
ratio to small-omega limit at omega=0.001 bohr^-1: 0.99999752
omega= 0.10 bohr^-1: s=0.014778, erf (ps|ps)=0.033527 hartree
omega= 0.25 bohr^-1: s=0.085714, erf (ps|ps)=0.074276 hartree
omega= 0.50 bohr^-1: s=0.272727, erf (ps|ps)=0.105502 hartree
omega= 1.00 bohr^-1: s=0.600000, erf (ps|ps)=0.103969 hartree
omega= 2.00 bohr^-1: s=0.857143, erf (ps|ps)=0.090751 hartree
omega= 5.00 bohr^-1: s=0.974026, erf (ps|ps)=0.084336 hartree
omega=20.00 bohr^-1: s=0.998336, erf (ps|ps)=0.083028 hartree
\end{verbatim}
